# Separating Interface Dipoles from Oxide Charge by Varying Two Film Thicknesses

When a high-permittivity film is placed between the silica and the metal gate of a silicon capacitor, the gate voltage that flattens the silicon bands can move by some tenths of a volt. A dipole at the boundary between the two insulators can cause this, but so can charge at the interfaces or charge distributed through the films. One capacitor gives one voltage and cannot tell them apart. The causes differ in how their effect grows with thickness, and a stack has two thicknesses that can be varied independently. The question is how much this variation determines, and what it leaves open.

Let $x$ run from the gate at $x=0$ towards the silicon. The high-k film, of thickness $h$ and permittivity $\varepsilon_h$, occupies $0<x<h$. The silica, of thickness $s$ and permittivity $\varepsilon_s$, occupies $h<x<L$, with $L=h+s$. All quantities are uniform in the plane, and charges are counted per unit area or volume with their sign. The applied voltage $V$ of the gate relative to the silicon measures the difference of the two Fermi levels. With the electrostatic potential $\psi$ and the work functions $\Phi_m$ and $\Phi_s$ of metal and silicon, these levels are $-e\psi(0)-\Phi_m$ and $-e\psi(L)-\Phi_s$. The silicon level minus the gate level equals $eV$, so

$$V=\phi_{ms}+\psi(0)-\psi(L),\qquad \phi_{ms}=\frac{\Phi_m-\Phi_s}{e}.$$

Flat band means that the field inside the silicon vanishes. Gauss's law, $d(\varepsilon E)/dx=\rho$, integrated from $x$ to a point just inside the silicon, then gives

$$\varepsilon(x)E(x)=-\int_x^{L^+}\rho(x')\,dx'.$$

The upper limit $L^+$ includes a charge sheet lying at the silicon surface. Since $E=-d\psi/dx$, a second integration gives the potential difference:

$$\psi(0)-\psi(L)=\int_0^L E\,dx=-\int_0^L\frac{dx}{\varepsilon(x)}\int_x^{L^+}\rho(x')\,dx'.$$

The double integral covers all pairs with $0<x<x'$. Doing the $x$ integral first yields

$$V_{FB}=\phi_{ms}-\int_0^{L^+}\rho(x')P(x')\,dx',\qquad P(x')=\int_0^{x'}\frac{dx}{\varepsilon(x)}.\tag{1}$$

$P$ is the inverse capacitance per area between the gate and the charge. At flat band the charge is imaged in the gate, and the voltage it costs grows with its electrical distance from the gate. Positive charge lowers $V_{FB}$. In the high-k film $P=x/\varepsilon_h$, and at depth $y$ inside the silica $P=h/\varepsilon_h+y/\varepsilon_s$.

Take a sheet charge $Q_i$ at the silicon/silica interface, a sheet charge $Q_m$ at the silica/high-k interface, and uniform bulk densities $\rho_s$ and $\rho_h$. The sheets contribute $-Q_i(s/\varepsilon_s+h/\varepsilon_h)$ and $-Q_mh/\varepsilon_h$. The bulk densities need the integrals

$$\int_0^h\frac{x}{\varepsilon_h}dx=\frac{h^2}{2\varepsilon_h},\qquad
\int_0^s\left(\frac{h}{\varepsilon_h}+\frac{y}{\varepsilon_s}\right)dy=\frac{sh}{\varepsilon_h}+\frac{s^2}{2\varepsilon_s}.$$

The dipole is represented by a sheet $+\sigma$ at $x=h$ and a sheet $-\sigma$ a distance $\delta$ deeper, in the silica. By equation (1) it contributes

$$-\sigma\frac{h}{\varepsilon_h}+\sigma\left(\frac{h}{\varepsilon_h}+\frac{\delta}{\varepsilon_s}\right)=\frac{\sigma\delta}{\varepsilon_s}\equiv D.$$

The thickness has cancelled because the pair has no net charge. $D$ is positive when the positive side faces the gate. Using the bulk permittivity over an atomic distance is a model, but the argument needs only the total potential step $D$. Collecting the terms gives

$$\begin{aligned}V_{FB}(s,h)={}&W-Q_i\left(\frac{s}{\varepsilon_s}+\frac{h}{\varepsilon_h}\right)-Q_m\frac{h}{\varepsilon_h}\\&-\rho_s\left(\frac{s^2}{2\varepsilon_s}+\frac{sh}{\varepsilon_h}\right)-\rho_h\frac{h^2}{2\varepsilon_h},\qquad W=\phi_{ms}+D.\end{aligned}\tag{2}$$

This holds if the charges, permittivities and $D$ are the same in every sample, which includes equal trap occupation at flat band. Sheet charge then gives linear terms and bulk charge quadratic ones, but a slope is not a measure of sheet charge alone:

$$\frac{\partial V_{FB}}{\partial h}=-\frac{Q_i+Q_m+\rho_ss+\rho_hh}{\varepsilon_h},\qquad
\frac{\partial V_{FB}}{\partial s}=-\frac{Q_i+\rho_ss}{\varepsilon_s}-\frac{\rho_sh}{\varepsilon_h}.$$

The first slope contains the whole charge of the stack, bulk charge included.

For a numerical case, take round model parameters: relative permittivities 3.9 and 20, $\phi_{ms}=0.10$ V, $Q_i=2\times10^{11}$ and $Q_m=-1.5\times10^{12}\,e/\mathrm{cm^2}$, $\rho_s=5\times10^{17}$ and $\rho_h=3\times10^{18}\,e/\mathrm{cm^3}$. The dipole has $\sigma=3\times10^{13}\,e/\mathrm{cm^2}$ and $\delta=0.2$ nm, hence $D=0.2784$ V. The flat-band voltages below, in volts, were obtained by solving the Poisson equation on a grid of 0.1 nm, with the dipole present as two sheets, and finding the gate voltage at which no field enters the silicon.

| $s$ (nm) | $h=2$ nm | $h=4$ nm | $h=6$ nm |
|---|---|---|---|
| 2 | 0.37147 | 0.37690 | 0.37147 |
| 4 | 0.33719 | 0.34080 | 0.33357 |
| 6 | 0.29362 | 0.29543 | 0.28638 |

These are noise-free model data, so the digits serve the arithmetic and do not suggest a measuring accuracy. In the first row the voltages at 2 and 6 nm agree although the stack is charged. The total charge there is $(0.2-1.5+0.1)\times10^{12}\,e/\mathrm{cm^2}$ plus $0.3\times10^{12}$ for each nanometre of high-k film. It passes through zero at $h=4$ nm, where the voltage has its maximum. The samples at 2 and 6 nm, which lie symmetrically about that point, would by themselves suggest a stack without net charge.

A single series does not suffice, even with many samples. At fixed $s=s_0$, equation (2) reads

$$V_{FB}=\left[W-\frac{Q_is_0}{\varepsilon_s}-\frac{\rho_ss_0^2}{2\varepsilon_s}\right]-\frac{Q_i+Q_m+\rho_ss_0}{\varepsilon_h}h-\frac{\rho_h}{2\varepsilon_h}h^2.$$

Three coefficients cannot determine five unknowns. The intercept for $s_0=2$ nm is 0.3552 V, while $W=0.3784$ V; the difference is the effect of charge in and below the silica. The ambiguity can be made explicit. Change $D$ by $\Delta$, $Q_i$ by $q$ and $Q_m$ by $-q$. The voltage changes by

$$\Delta-q\left(\frac{s}{\varepsilon_s}+\frac{h}{\varepsilon_h}\right)+q\frac{h}{\varepsilon_h}=\Delta-\frac{qs}{\varepsilon_s}.$$

With $q=\varepsilon_s\Delta/s_0$ this vanishes at $s=s_0$ for every $h$. A dipole larger by 0.10 V is then hidden by $q=1.08\times10^{12}\,e/\mathrm{cm^2}$ when $s_0=2$ nm. At $s=4$ nm the change is $\Delta(1-s/s_0)=-0.10$ V, and the two stacks are told apart. A series with fixed $h$, or one with $h$ proportional to $s$, also gives a quadratic in one variable and so three coefficients.

Two crossing series do suffice: three values of $h$ at $s=s_0$ and three values of $s$ at $h=h_0$, with the corner sample shared. Suppose two parameter sets fit all five voltages, and let $R(s,h)$ be the difference of their polynomials. On the line $s=s_0$, $R$ is a quadratic in $h$ with three zeros, so it vanishes on the whole line and contains the factor $s-s_0$:

$$R=(s-s_0)(\alpha+\beta s+\gamma h).$$

On the line $h=h_0$ it vanishes for the same reason, which requires $\beta=0$ and $\alpha=-\gamma h_0$. Thus $R=\gamma(s-s_0)(h-h_0)$, which has no $s^2$ term. By equation (2) the coefficient of $s^2$ is $-\rho_s/(2\varepsilon_s)$, so both sets have the same $\rho_s$. The coefficient of $sh$ is $-\rho_s/\varepsilon_h$, so it is also the same, and $\gamma=0$. All coefficients agree. With the permittivities known, those of $h^2$, $s^2$, $s$ and $h$ fix $\rho_h$, $\rho_s$, $Q_i$ and $Q_m$ in turn, and the constant is $W$. In the example, assuming a relative permittivity of 15 or 25 instead of 20 for the high-k film changes $\rho_h$ by 25% and $Q_m$ by about 20%, but $W$ by less than 1 mV.

The inversion can be done by hand. Let both series have step $a$, let $V_0$ be the corner voltage, and let $V_{h1},V_{h2}$ and $V_{s1},V_{s2}$ be the further voltages along $h$ and $s$. Along either line $V=V_0+V'u+Cu^2$, where $u$ is the distance from the corner. Hence

$$V_2-2V_1+V_0=2Ca^2,\qquad \frac{-3V_0+4V_1-V_2}{2a}=V'.$$

In the second expression the terms in $C$ cancel, since $4Ca^2-4Ca^2=0$. As $C=-\rho_h/(2\varepsilon_h)$ along $h$ and $-\rho_s/(2\varepsilon_s)$ along $s$,

$$\rho_h=-\frac{\varepsilon_h}{a^2}(V_{h2}-2V_{h1}+V_0),\qquad \rho_s=-\frac{\varepsilon_s}{a^2}(V_{s2}-2V_{s1}+V_0).$$

Solving the two slope equations at the corner for the sheet charges gives

$$Q_i=-\varepsilon_sV_s'-\rho_s\left(s_0+\frac{\varepsilon_s}{\varepsilon_h}h_0\right),\qquad Q_m=-\varepsilon_hV_h'-Q_i-\rho_ss_0-\rho_hh_0.$$

In the example $s_0=h_0=a=2$ nm. In units of $e$, V and nm the permittivities are $\varepsilon_s=0.2155$ and $\varepsilon_h=1.1053$. The second differences are $-0.010857$ V along $h$ and $-0.009280$ V along $s$; the slopes are $0.005429$ and $-0.014824$ V/nm, calculated from unrounded voltages. Then

$$\begin{aligned}
\rho_h&=1.1053\times0.010857/4=0.0030\ e/\mathrm{nm^3},\\
\rho_s&=0.2155\times0.009280/4=0.00050\ e/\mathrm{nm^3},\\
Q_i&=0.2155\times0.014824-0.00050\times2.39=0.0020\ e/\mathrm{nm^2},\\
Q_m&=-1.1053\times0.005429-0.0020-0.0010-0.0060=-0.0150\ e/\mathrm{nm^2}.
\end{aligned}$$

Since $1\,e/\mathrm{nm^2}=10^{14}\,e/\mathrm{cm^2}$ and $1\,e/\mathrm{nm^3}=10^{21}\,e/\mathrm{cm^3}$, these are the charges put in. Subtracting their contributions to the corner voltage, in the order $Q_i,Q_m,\rho_s,\rho_h$, gives

$$W=0.37147+0.02218-0.02714+0.00645+0.00543=0.3784\ \mathrm{V}.$$

A sample off the cross tests the model. In the mixed difference over a rectangle with sides $\Delta s$ and $\Delta h$, every term depending on one thickness alone cancels, leaving

$$V(s_0+\Delta s,h_0+\Delta h)-V(s_0+\Delta s,h_0)-V(s_0,h_0+\Delta h)+V(s_0,h_0)=-\frac{\rho_s\Delta s\Delta h}{\varepsilon_h}.$$

For sides of 4 nm the right side is $-0.00050\times16/1.1053=-0.0072$ V, which is also what the table gives. The test has limits. If $Q_i$ grew as $\kappa s$, the added terms $-\kappa s^2/\varepsilon_s-\kappa sh/\varepsilon_h$ would imitate a density $2\kappa$ in the $s^2$ term but give half the cross term expected from it, so the test would reveal them in noise-free data. With independent noise of 5 mV per voltage, the difference between the measured and the predicted voltage at $s=h=6$ nm has a standard error of 14 mV, twice the whole cross term, and a growth of $Q_i$ by $4\times10^{11}\,e/\mathrm{cm^2}$ over 4 nm shifts it by only about that much. If $Q_m$ grew as $\kappa h$, its term $-\kappa h^2/\varepsilon_h$ would be identical to that of a bulk density $\rho_h=2\kappa$, and these voltages could not reveal it.

The constant $W$ is not yet the dipole. A control series without high-k film but with the same metal and silicon obeys $V=W_c-Q_is/\varepsilon_s-\rho_ss^2/(2\varepsilon_s)$, where the sheet charge $Q_i$ and the uniform density $\rho_s$ may differ from those of the stack. For a quadratic the third difference vanishes, so three thicknesses $a,2a,3a$ give $W_c=3V(a)-3V(2a)+V(3a)$. Here the control voltages at 2, 4 and 6 nm are 0.07680, 0.04432 and 0.00256 V, and

$$W_c=0.23040-0.13296+0.00256=0.1000\ \mathrm{V},\qquad D=W-W_c=0.2784\ \mathrm{V}=278.4\ \mathrm{mV}.$$

A dipole at the silicon/silica interface cancels in this difference if it is equal in both series. The metal, however, touches high-k material in one series and silica in the other. If the step at its interface differs by $D_g$, the result is $D+D_g$. Sheets of $10^{13}\,e/\mathrm{cm^2}$ separated by 0.2 nm in the high-k film at the gate, positive side towards the metal, give $D_g=0.018$ V and an apparent dipole of 0.296 V. Both steps are constants, so no choice of thicknesses separates them.

Charge near an interface but not on it also enters the constant. Let $Q_m$ fill a layer of width $\lambda<h$ in the high-k film next to the silica. Its contribution is

$$-\frac{Q_m}{\lambda}\int_{h-\lambda}^{h}\frac{x}{\varepsilon_h}dx=-\frac{Q_m}{\varepsilon_h}\left(h-\frac{\lambda}{2}\right)=-\frac{Q_mh}{\varepsilon_h}+\frac{Q_m\lambda}{2\varepsilon_h}.$$

The linear term is that of a sheet, and the remainder looks like a dipole. For $\lambda=1$ nm it is $-6.8$ mV, about 2% of $D$. The same charge spread over 1 nm of silica next to the interface would give $-Q_m\lambda/(2\varepsilon_s)=+35$ mV, with the opposite sign and a larger size because the silica has the lower permittivity. What the thickness method calls a dipole therefore includes the first moment of nearby charge about the interface, divided by the permittivity of the film that holds it.

In the limit of negligible bulk charge, equation (2) is a plane and three samples not on one line determine it. If that limit is assumed when it does not hold, the intercept is in general biased, although bulk charges of opposite sign in the two films can cancel. Consider a least-squares plane through a three-by-three grid with $s=m+u$ and $h=m+v$, where $u$ and $v$ take the values $-a,0,a$. In $s^2=m^2+2mu+u^2$ the last term has mean $2a^2/3$ and no correlation with $u$ or $v$. The fitted plane is $m^2+2a^2/3+2m(s-m)$, with intercept $-(m^2-2a^2/3)$ at $s=h=0$; the same holds for $h^2$. In $sh=m^2+m(u+v)+uv$ the term $uv$ has zero mean and no correlation with $u$ or $v$, so the intercept is $-m^2$. Multiplying by the coefficients in equation (2) gives the bias

$$\delta W=\left(m^2-\frac{2a^2}{3}\right)\left(\frac{\rho_s}{2\varepsilon_s}+\frac{\rho_h}{2\varepsilon_h}\right)+m^2\frac{\rho_s}{\varepsilon_h}.$$

With $m=4$ nm and $a=2$ nm it is $0.0336+0.0072=0.041$ V, or 15% of $D$. This is the bias of $W$. If the control series is fitted by a straight line as well, $W_c$ is raised by $(m^2-2a^2/3)\rho_s/(2\varepsilon_s)=0.0155$ V, and the bias left in $D=W-W_c$ is 0.025 V, or 9%.

Retaining the quadratic terms has a price in noise. For $s_0=h_0=a$, extrapolating each series to zero thickness gives $V(a,0)=3V_0-3V_{h1}+V_{h2}$ and $V(0,a)=3V_0-3V_{s1}+V_{s2}$. The mixed difference over the square down to the origin is $-\rho_sa^2/\varepsilon_h=r(V_{s2}-2V_{s1}+V_0)$, with $r=\varepsilon_s/\varepsilon_h=0.195$. Since $W=V(0,0)$ equals $V(a,0)+V(0,a)-V_0$ plus this difference,

$$W=(5+r)V_0-3V_{h1}+V_{h2}-(3+2r)V_{s1}+(1+r)V_{s2}.$$

The squares of these weights sum to 49.9. Independent noise of 5 mV per voltage thus becomes $5\sqrt{49.9}=35$ mV in $W$. A least-squares fit of equation (2) to all nine samples reduces this to 20 mV. The control, with weights 3, $-3$ and 1, adds an independent $5\sqrt{19}=22$ mV, so the standard error of $D$ is $\sqrt{20^2+22^2}\approx30$ mV. That is about a tenth of the dipole in this example. The charges fare worse: at this noise the standard errors of $Q_i$, $Q_m$, $\rho_s$ and $\rho_h$ are 0.9 to 1.5 times their values from five samples and 0.5 to 0.8 times from nine. The noise is amplified because a curved surface, with its curvature also taken from the data, is extrapolated to zero thickness. A plane fitted to the same nine samples would give $W$ with a standard error of only 6 mV, but with the bias of 41 mV found above. For $D$ the two routes are nearly equal in this example. A plane combined with a straight-line control has a standard error of 10 mV and a bias of 25 mV, together 27 mV in the root-mean-square sense, against 30 mV for the full fit. Which route is better depends on the bulk charge and the noise, and the bias of the plane is not known in advance.
